Building the cluster-correlation expansion for the echo of a central spin

Before computing the Hahn-echo decay of an electron spin among nuclear spins, one must choose how many nuclei to evolve together, and up to what echo time to believe the result. Full propagation of N spins 1/2 takes place in a space of dimension 2^N. Groups of two, three or four spins are cheap, but their echoes must be combined correctly, and the combination may be accurate only over a limited range of times.

**What is to be computed**

The central spin 1/2 has only the secular hyperfine coupling Sz Σ A_k Iz_k. The field is taken high enough to drop its flips, transverse hyperfine terms, couplings between nuclei mediated by it, and the non-secular part of the nuclear dipolar coupling. Pulses are ideal. The nuclei are like spins 1/2 at infinite temperature. In units of ħ, the two central-spin states give the bath Hamiltonians

H± = H0 ± V,  V = ½ Σ_k A_k Iz_k,

H0 = Σ_{j<k} d_jk [2 Iz_j Iz_k − ½(I⁺_j I⁻_k + I⁻_j I⁺_k)],

d_jk = (μ0/4π) γ² ħ (1 − 3cos²θ_jk)/(2 r_jk³).

Here θ_jk is the angle between the field and the line joining the nuclei. A and d are angular frequencies. The nuclear Zeeman term, proportional to total Iz, commutes with H±, gives both branches the same factor, and cancels.

The π pulse after time τ exchanges the branches. At total time 2τ the bath has evolved under

W+ = e^{−iH−τ} e^{−iH+τ} or W− = e^{−iH+τ} e^{−iH−τ}.

With ⟨Z⟩ = Tr Z/2^N, the normalized coherence is

L = ⟨W−† W+⟩ = ⟨e^{iH−τ} e^{iH+τ} e^{−iH−τ} e^{−iH+τ}⟩.

Three symmetries will be needed. Complex conjugation of the trace exchanges H+ and H−, which is the same as A → −A. Rotating every nucleus by π about x also reverses A, but leaves H0 and the trace unchanged. Hence L is real and even in A. Replacing τ by −τ only permutes the four factors cyclically, so L is even in τ. Since L depends on the products Aτ and dτ, it is also even under reversal of all d together.

**Why multiplying cluster echoes is not enough**

Let L_C be the echo with only the nuclei of cluster C present. Independent groups multiply, which suggests multiplying the echoes of all pairs, then of all triples, and so on. Take three nuclei of which only 1 and 2 are coupled. The correct echo is L_12, but L_123 is also L_12, so including the triple gives L_12². The triple has repeated what the pair already said.

The cure is to divide out everything contained in smaller clusters:

L̃_C = L_C / Π_{C'⊂C} L̃_C',

over proper nonempty subclusters. The order-M approximation, CCE-M, is the product of all L̃_C with |C| ≤ M. At M = N it returns L by definition, so agreement there says nothing about convergence.

Where the logarithms exist, the definition reads ln L_C = Σ_{B⊆C} ln L̃_B. Its inverse is

ln L̃_C = Σ_{C'⊆C} (−1)^{|C|−|C'|} ln L_C'.

To check it, insert the first relation into the second. With q = |C| − |B|, the coefficient of ln L̃_B is Σ_m (−1)^{q−m} binom(q,m) = (1−1)^q, which vanishes unless B = C.

If C splits into uncoupled parts P and R, then ln L_C' is a sum of a term depending on C'∩P and one depending on C'∩R. In the alternating sum the first cancels over the subsets of R, the second over those of P. Therefore L̃_C = 1: only connected clusters matter. A single nucleus has H0 = 0, and its factor is also 1.

**The pair factor**

For two nuclei let d = d_jk, δ = A_j − A_k and ω² = d² + δ²/4. In the states ↑↑ and ↓↓ both branches acquire the same phase, so each contributes 1. In the basis ↑↓, ↓↑ the zz term is −d/2, the flip-flop element is −d/2, and V is ±δ/4:

H± = −d/2 + (ω/2) n±·σ,  n± = (−d, 0, ±δ/2)/ω.

Apart from the common phase, e^{−iH±τ} = c − i s n±·σ, with c = cos(ωτ/2) and s = sin(ωτ/2). Using (a·σ)(b·σ) = a·b + i(a×b)·σ,

W± = a − i(u ± w)·σ,

a = c² − s² n+·n−,  u = cs(n+ + n−),  w = s² n−×n+.

The vector w is perpendicular to u, so unitarity requires a² + u² + w² = 1. Then

½Tr(W−†W+) = a² + (u − w)·(u + w) = a² + u² − w² = 1 − 2w².

The cross product has the single component dδ/ω² along y, so w² = (dδ/ω²)² s⁴. These two states carry half the weight in the average over four, and

L̃_jk = 1 − (d²δ²/ω⁴) sin⁴(ωτ/2).

The dip needs both a flip-flop coupling and a hyperfine difference. For |δ| ≫ |d| its depth is 16d²/δ²: the difference blocks the flip-flop. For |δ| ≪ |d| it is δ²/d²: the central spin barely distinguishes the two configurations. The depth is 1 at |δ| = 2|d|, and the pair echo then vanishes at ωτ = π. The recursive definition of the factors of larger clusters containing that pair fails there. In the inverse formula the pair echo divides a three-spin factor and multiplies a four-spin factor, so on approaching that point the first generically diverges and the second goes to zero.

**What three and four nuclei can add**

Expand L in the dipolar couplings, keeping V in full. If a nucleus is touched by one dipolar operator only, that operator contributes I± or Iz for it. The trace of I± with functions of Iz is zero. For Iz, the hyperfine phases commute with it and cancel over the echo, leaving Tr Iz = 0. Every nucleus touched must therefore be touched at least twice. This also holds for the products of terms that form ln L near L = 1.

In ln L̃_C, the alternating sum removes every term not involving all k nuclei of C. The k nuclei need at least 2k contacts, and each coupling supplies two, so at least k couplings are needed. Evenness in d raises odd k to the next even power:

ln L̃_C = O(d²), O(d⁴), O(d⁴), O(d⁶) for k = 2, 3, 4, 5,

at fixed Aτ. Triples and quadruples enter at the same power, so weak dipolar coupling alone does not justify stopping at three.

A leading power need not dominate. For one random four-spin cluster at one fixed τ, the d⁴ term is 4.2×10⁻⁵ but the d⁶ term is −1.4×10⁻⁴ at the coupling used. Halving the coupling divides them by 16 and 64, to 2.6×10⁻⁶ and −2.2×10⁻⁶, which nearly cancel. The factor therefore shrinks much faster than either term alone: the slope found by this halving is 7.7 at that time, and about 9 for the norm over five times, which is dominated by the latest one, where the same cancellation is closer. Further halvings give 0.7, 3.7, 3.9 and 4.0, so the slope 4 appears only at weaker coupling. The tests therefore examined the series coefficients: those below the stated powers vanish to rounding.

**How fast the pair approximation goes wrong**

Short times give a usable error estimate. Set X = iH−τ, Y = iH+τ and G = [X,Y], so that L = ⟨e^X e^Y e^{−X} e^{−Y}⟩. First,

e^X e^Y e^{−X} = e^{Y+Q},  Q = G + ½[X,G] + ⅙[X,[X,G]] + …

Combining this with e^{−Y} by the Baker–Campbell–Hausdorff formula gives an exponent

K = Q + ½[Y,Q] + (1/12 + 1/12)[Y,[Y,Q]] + O(τ⁵).

Its parts of order τ², τ³ and τ⁴ are

K2 = G,  K3 = ½[X+Y,G],

K4 = ⅙[X,[X,G]] + ¼[Y,[X,G]] + ⅙[Y,[Y,G]].

K consists of commutators, so ⟨K⟩ = 0. Let C = [H0,V]. Then G = −[H0−V, H0+V]τ² = −2Cτ². Since C is real and antisymmetric, ⟨G³⟩ = 0. The τ⁵ term ⟨K2K3⟩ vanishes by cyclicity. Through τ⁶,

L = 1 + ½⟨G²⟩ + ½⟨K3²⟩ + ⟨G K4⟩.

Define p = [iH0τ,G] and q = [iVτ,G]. Then K3 = p, [X,G] = p − q and [Y,G] = p + q. Moving one commutator with ⟨G[X,Z]⟩ = −⟨[X,G]Z⟩ gives

⟨G K4⟩ = −⅙⟨(p−q)² + (p+q)²⟩ − ¼⟨(p+q)(p−q)⟩
= −(7/12)⟨p²⟩ − (1/12)⟨q²⟩.

Adding ½⟨p²⟩ leaves −(⟨p²⟩ + ⟨q²⟩)/12. Because p = −2iτ³[H0,C], and [H0,C] is real symmetric, ⟨p²⟩ = −4τ⁶‖[H0,C]‖², where ‖Z‖² = ⟨Z†Z⟩. The same holds for q with V in place of H0. Thus

L = 1 − 2‖C‖²τ⁴ + ⅓(‖[H0,C]‖² + ‖[V,C]‖²)τ⁶ + O(τ⁸).

From [I⁺,Iz] = −I⁺,

C = Σ_{j<k} (d_jk δ_jk/4)(I⁺_j I⁻_k − I⁻_j I⁺_k).

Each pair has two nonzero elements among four states, hence norm squared d²δ²/32, and different pairs are orthogonal. The τ⁴ coefficient is −Σ d²δ²/16, which the pair factors reproduce completely.

At τ⁶, [V,C] still separates into orthogonal pairs. In [H0,C], two couplings sharing one nucleus produce operators traceless on all three nuclei involved; the same pair taken twice produces single-nucleus Iz terms. Overlaps of these pieces never connect four nuclei. Four-spin factors therefore start no earlier than τ⁸, and the missing τ⁶ term comes from triples.

For a triple j,k,l, use the three states with one spin up, labelled by that spin. There H_jk = −d_jk/2 and C_jk = d_jk δ_jk/4 off the diagonal, while the diagonal energies of H0 obey h_j − h_k = d_kl − d_jl. The matrix M = [H0,C] has

M_jj = ¼(d_jk² δ_jk + d_jl² δ_jl),

M_jk = (h_j − h_k)C_jk + H_jl C_lk − C_jl H_lk
= ¼ d_jk δ_jk (d_kl − d_jl) + ⅛ d_jl d_kl (A_j + A_k − 2A_l).

The one-down states give the same norm, and the two fully aligned states give zero. Hence ‖[H0,C]‖² = (2/8)Σ M², over all nine elements. Squares of the separate terms in M_jj add up to d⁴δ²/32 per pair, which is the pair contribution and must be subtracted. The cross terms and the off-diagonal elements remain:

ln L̃_jkl = Tτ⁶ + O(τ⁸),

3T = Σ_l [d_lj² d_lk² δ_lj δ_lk/32 + M_jk²/2],

where l runs over the triple and j,k are the other two. The pair approximation consequently obeys

ln(L/L_CCE-2) = τ⁶ ΣT + O(τ⁸).

This can be evaluated from the couplings before any three-spin propagation. The tests confirmed it for single random triples and for both baths below.

**Eight protons, solved in full**

Place eight protons on the corners of a cube of edge 0.3 nm, with edges along x, y and z and the field along z. The electron is a point dipole at the origin, and the cube's nearest corner is at (0.5, 0.4, 1.1) nm. Full propagation uses 256 bath states. This is a small model bath; its decay is not that of an extended solid. All digits below refer to the secular model. Restoring the transverse hyperfine and non-secular dipolar terms moves the echo at the listed times by up to 2×10⁻⁵ at 0.35 T and 1×10⁻³ at 0.05 T, so smaller errors measure the expansion, not agreement with a real sample.

Protons 1 and 2 share an edge along z. Their hyperfine couplings, A/2π, are 47.576 and 32.094 kHz, and d/2π = −4.449 kHz. Thus δ/2π = 15.48 kHz, and

ω/2π = √(4.449² + 7.742²) = 8.93 kHz,

depth = (4.449 × 15.48/8.929²)² = 0.746.

At 2τ = 60 µs, ωτ/2 = π × 0.00893 × 30 = 0.842 rad. Its sine to the fourth power is 0.309, so the pair echo is 1 − 0.746 × 0.309 = 0.769.

For the whole bath ΣT = 4.53×10⁻¹⁰ µs⁻⁶. At 2τ = 20 µs the predicted logarithmic error of CCE-2 is 4.5×10⁻⁴; the actual one, from the unrounded echoes (0.98643 and 0.98605 to five decimals), is 3.8×10⁻⁴. At 40 µs the prediction is 0.029, against an actual 0.016, so higher powers already matter. Setting τ⁶ΣT = 0.01 gives 2τ ≈ 33.5 µs as a leading-order guide to where CCE-2 is off by one percent of the signal. The guide is early: the actual error there is 0.0065, and one percent is reached at about 36.4 µs. At 33.5 µs |δ|τ is already 1.6 for protons 1 and 2 and up to 3.7 for other pairs.

The echo falls to 1/e at 76.3 µs in the full calculation and at 66.8 µs in CCE-2, which is 12 percent too early. The law exp(−τ⁴ Σd²δ²/16) gives 57.1 µs, 25 percent too early.

**Choosing the order, and knowing when to stop**

Up to 40 µs, the largest absolute error at the listed times falls from 1.4×10⁻² in CCE-2 to 9×10⁻⁵ in CCE-3 and 2×10⁻⁷ in CCE-6. Triples are clearly worth including in this range.

At 80 µs the choice is less comfortable. CCE-3 and CCE-4 give 0.360 and 0.365, while the full result is 0.339. They differ from each other by 0.005 but miss by 0.021 and 0.026. Agreement between successive orders is therefore not an error bound. CCE-5 and CCE-6 reduce the error to 0.003 and 0.002.

At 120 µs CCE-3 gives 1.25, impossible for an overlap of unitary evolutions, whose magnitude cannot exceed 1. At 200 µs it gives 490, although the full echo is 0.092. The definition shows how such numbers arise. If all clusters up to size M are kept, an m-spin cluster echo occurs in CCE-M with exponent

Σ_{r=0}^{M−m} (−1)^r binom(N−m,r) = (−1)^{M−m} binom(N−m−1, M−m).

The sum telescopes after writing binom(n,r) = binom(n−1,r) + binom(n−1,r−1). For N = 8 and M = 3, each pair echo has exponent −5. At 200 µs the product of pair echoes is 0.00373, and its inverse fifth power is 1.4×10¹². The product of triple echoes, about 3.6×10⁻¹⁰, fails to compensate. No single denominator need be close to zero: the smallest pair echo at 200 µs is 0.30, and no cluster of up to six spins has an echo below about 0.07 at the listed times.

Moving the electron away does not remove the limit. With the nearest corner at (1.0, 0.8, 2.2) nm the hyperfine differences shrink and the decay is slow. At 80 µs the full echo is 0.984 and the CCE-2 error is 0.006. That looks small, but it is 35 percent of the decay 1 − L. At 200 µs orders 3 to 6 give 1.42, 0.41, 1.23 and 0.63 around a full value of 0.78, even though no cluster echo used is below 0.81. A weakly decayed signal is thus no guarantee of convergence.

The two cases share the same dipolar couplings. For the strongest, |d|τ is 0.56 at 2τ = 40 µs, 1.1 at 80 µs and 2.8 at 200 µs. In both geometries low orders stop being accurate, relative to the decay, once |d|τ passes about 1, but |d|τ alone does not fix the limit. At 120 µs, where it is 1.7, orders 3 to 6 for the distant electron still close in, missing by 62, 33, 15 and 5 percent of 1 − L, while for the near electron they give 1.25, 0.15, 0.11 and 0.22 around 0.18. Two geometries do not establish a general criterion.

For a bath too large to solve in full, a reasonable procedure is to evaluate τ⁶ΣT first. It is a leading-order guide, reliable only while |d|τ and |δ|τ are small. In an extended bath the second condition fails early for the nuclei nearest the electron, and these dominate ΣT. For a cubic proton lattice of spacing 0.3 nm between 0.4 and 1.6 nm from the electron, counting triples joined by two nearest-neighbour bonds, 97 percent of ΣT comes from triples with a nucleus inside 0.8 nm, and τ⁶ΣT exceeds the summed logarithms of the three-spin factors 7-fold at 2τ = 5 µs and 15-fold at 10 µs, near the 1/e time. Triples with large |δ|τ must be propagated rather than estimated. Add triples where it is not negligible beside −ln L, or where it is not reliable, and raise the order further at the longest time needed. A result above 1, or successive orders that differ by more than the accuracy wanted, is a ground to reject that time range. Alternation alone is not: for the distant electron at 80 µs, orders 3 to 6 alternate about the full value while closing in on it. Where the orders agree, a full calculation on a compact part of the bath with the same strongest couplings gives an additional check, though not a bound for the rest.

Calculated quantities

```
log factor as a series in the dipolar coupling:
 2 spins: lower powers 1e-17; d^2 -1.50e-03; d^4 5.61e-06; finite slope 1.99
 3 spins: lower powers 1e-16; d^4 1.21e-04; d^6 -3.34e-06; finite slope 3.95
 4 spins: lower powers 1e-16; d^4 4.17e-05; d^6 -1.39e-04; finite slope 9.06
 5 spins: lower powers 1e-16; d^6 7.31e-06; d^8 -8.51e-07; finite slope 5.54
pair formula, largest deviation: 7.2e-16
pair echo at |delta|=2|d|, w tau=pi: 5.6e-17
three-spin T, largest relative deviation: 2.2e-12
4 spins, series in tau: below tau^8 1e-16; tau^8 term -2.26e-05
cube edge: 0.3 nm, protons: 8, bath states: 256
--- near electron; first corner at (0.5, 0.4, 1.1) nm
A/2pi (kHz), protons 1-4: 47.576 32.094 25.015 20.989
A/2pi (kHz), protons 5-8: 22.362 19.492 12.177 13.143
d/2pi (kHz), edge along z, edge along y, yz diagonal: -4.4489 2.2244 -0.3932
pair 1-2: delta/2pi 15.483 kHz, w/2pi 8.929 kHz, depth 0.7465
pair 1-2 echo at 2tau = 60 us: 0.76923
sum of d^2 delta^2/16: 1.5052e-06 us^-4
sum of T: formula 4.5289e-10, from exact echo 4.5289e-10 us^-6
2tau(us)  exact    CCE-2    CCE-3    CCE-4    CCE-5    CCE-6
    20   0.98643  0.98605  0.98643  0.98643  0.98643  0.98643
    40   0.84397  0.83017  0.84406  0.84404  0.84397  0.84397
    60   0.55639  0.48651  0.55574  0.55925  0.55652  0.55634
    80   0.33933  0.18788  0.36005   0.3651  0.33621   0.3373
   120   0.18213 0.020919   1.2536  0.14783  0.10597  0.21715
   200   0.09178 0.0037343   490.02 3.6529e-07   26.569  0.92097
max |error|, listed 2tau <= 40 us, CCE-2..6: 1.4e-02 9.2e-05 7.3e-05 8.2e-07 2.0e-07
max |error|, listed 2tau <= 80 us, CCE-2..6: 1.5e-01 2.1e-02 2.6e-02 3.1e-03 2.0e-03
smallest |cluster echo| used, all listed times: 6.95e-02
1/e echo time 2tau: exact 76.308 us, CCE-2 66.812 us
1/e time of the quartic law exp(-quartic tau^4): 57.100 us
--- far electron; first corner at (1.0, 0.8, 2.2) nm
A/2pi (kHz), protons 1-4: 5.947 4.910 4.475 3.908
A/2pi (kHz), protons 5-8: 4.222 3.729 3.216 2.997
sum of d^2 delta^2/16: 9.6869e-09 us^-4
sum of T: formula 2.7741e-12, from exact echo 2.7741e-12 us^-6
2tau(us)  exact    CCE-2    CCE-3    CCE-4    CCE-5    CCE-6
    20   0.99991   0.9999  0.99991  0.99991  0.99991  0.99991
    40   0.99864  0.99849  0.99866  0.99863  0.99864  0.99864
    60   0.99395  0.99262  0.99437  0.99386  0.99396  0.99394
    80   0.98359  0.97785   0.9866  0.98265  0.98385  0.98352
   120   0.94096  0.90426  0.97758  0.92151  0.94974  0.93781
   200   0.77795   0.5721    1.415  0.40875   1.2349  0.62901
max |error|, listed 2tau <= 40 us, CCE-2..6: 1.4e-04 2.2e-05 2.1e-06 1.9e-07 1.6e-08
max |error|, listed 2tau <= 80 us, CCE-2..6: 5.7e-03 3.0e-03 9.4e-04 2.6e-04 6.6e-05
smallest |cluster echo| used, all listed times: 8.14e-01
```
